\section*{Slow- and fast-proton limits of the Georgievskii–Stuchebrukhov vibronic coupling}

\section{Result and conventions}

A proton of mass $m$ moves along $x$ between a donor and an acceptor while an electron changes its state. Let $V_{\rm vib}$ be half the splitting of the lowest pair of vibronic levels, and $V_{\rm ad}$ half the tunnelling splitting of a proton confined to the lower adiabatic potential. To leading semiclassical order
\begin{equation}
V_{\rm vib}=\kappa(p)\,V_{\rm ad},\qquad
\kappa(p)=\sqrt{2\pi p}\;\frac{e^{p\ln p-p}}{\Gamma(p+1)},\qquad
p=\frac{V^2}{\hbar v\,\Delta F},
\label{main}
\end{equation}
with the limits
\begin{equation}
V_{\rm vib}\to V_{\rm ad}\quad(p\gg1),\qquad
V_{\rm vib}\to V\langle\phi_1|\phi_2\rangle\quad(p\to0\ \text{at fixed wells}).
\label{limits}
\end{equation}

The Hamiltonian acts on two-component functions $\psi=(\psi_1,\psi_2)$, one component per diabatic electronic state:
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+
\begin{pmatrix}U_1(x)&V\\V&U_2(x)\end{pmatrix},\qquad U_2(x)=U_1(-x).
\label{ham}
\end{equation}
The donor well of $U_1$ lies at $x<0$, and $V>0$ is constant. The functions $\phi_1,\phi_2$ are the ground states of $U_1,U_2$, both at energy $E$. The diabats cross at $x=0$ at the energy $U_c>E$, and there
\begin{equation}
v=\sqrt{2(U_c-E)/m},\qquad \Delta F=U_1'(0)-U_2'(0)>0 .
\end{equation}
Under the barrier $v$ is the magnitude of an imaginary velocity.

The diabatic gap is $\Delta F|x|$, so the proton crosses a region of width $V/\Delta F$ in the time $\tau_p=V/(\Delta F\,v)$. The electronic time is $\tau_e=\hbar/V$, and $p=\tau_p/\tau_e$. ``Slow'' and ``fast'' refer to this ratio, not to the proton speed alone.

The derivation assumes deep tunnelling, $V\ll U_c-E$, and diabats that are nearly linear where the electronic states mix. Resonance is ensured here by symmetry.

\section{Splitting as a flux}

$H$ commutes with reflection combined with exchange of the components. The lowest pair $\psi_\pm$, with energies $E_\pm$, can therefore be chosen real and of opposite parity. Multiply the equation for $\psi_+$ by $\psi_-$, that for $\psi_-$ by $\psi_+$, and subtract. The symmetric potential matrix cancels, leaving
\begin{equation}
(E_+-E_-)\,\psi_+\!\cdot\psi_-=-\frac{\hbar^2}{2m}\frac{d}{dx}
\left(\psi_-\!\cdot\psi_+'-\psi_+\!\cdot\psi_-'\right).
\end{equation}
Integrate from a point $x_0$ inside the barrier to infinity, where the functions vanish:
\begin{equation}
(E_+-E_-)\int_{x_0}^{\infty}\!\psi_+\!\cdot\psi_-\,dx=\frac{\hbar^2}{2m}
\left(\psi_-\!\cdot\psi_+'-\psi_+\!\cdot\psi_-'\right)_{x_0}.
\label{half}
\end{equation}
Define localized states by $\psi_\pm=(L\pm R)/\sqrt2$, with $L$ on the left. The integrand on the left is $(L^2-R^2)/2$, so the integral is $-1/2$ up to the small weight of the tails. On the right, the terms in $L\cdot L'$ and $R\cdot R'$ cancel and the bracket becomes $L\cdot R'-R\cdot L'$. Hence
\begin{equation}
V_{\rm vib}=\tfrac12|E_+-E_-|=\frac{\hbar^2}{2m}\left|L\cdot R'-R\cdot L'\right|_{x_0}.
\label{flux}
\end{equation}
The same formula with scalar functions gives $V_{\rm ad}$.

Place $x_0$ just to the right of the mixing region. There $R$ comes directly from the acceptor well and is the same in both problems. To the left of the mixing region, $L$ is also the same in both. Thus $V_{\rm vib}/V_{\rm ad}$ is the ratio of the amplitudes with which $L$ emerges on the lower surface after the crossing. An admixture of $R$ in $L$ does not matter, since it cancels from \eqref{flux}.

\section{The crossing under the barrier}

\subsection{First-order equations}

Near $x=0$ the diabats are $U_{1,2}=U_c\pm\Delta F\,x/2$. Write $\psi=e^{-kx}c(x)$ with $k=mv/\hbar$, so that $\hbar^2k^2/2m=U_c-E$. Since $\psi''=e^{-kx}(k^2c-2kc'+c'')$, the constant terms cancel:
\begin{equation}
\hbar v\,c'=-Wc+\frac{\hbar^2}{2m}c'',\qquad
W=\begin{pmatrix}\Delta F\,x/2&V\\V&-\Delta F\,x/2\end{pmatrix}.
\end{equation}
The last term is smaller than the left side by about $|W|/(2mv^2)=|W|/[4(U_c-E)]$, because $c'\sim Wc/\hbar v$. It is dropped. With $s=x\sqrt{\Delta F/\hbar v}$ and division by $\sqrt{\hbar v\Delta F}$,
\begin{equation}
\frac{dc_1}{ds}=-\frac s2c_1-\sqrt p\,c_2,\qquad
\frac{dc_2}{ds}=\frac s2c_2-\sqrt p\,c_1 .
\label{lz}
\end{equation}
These are Landau--Zener equations in imaginary time.

\subsection{Solution from the donor side}

Let $I_\nu(s)=\int_0^\infty t^{\nu}e^{-t^2/2+st}\,dt$, for which $dI_\nu/ds=I_{\nu+1}$. The required solution is
\begin{equation}
c_1=\sqrt p\,e^{-s^2/4}I_{p-1}(s),\qquad c_2=-e^{-s^2/4}I_p(s).
\label{sol}
\end{equation}
Differentiating $c_1$ gives $-\tfrac s2c_1+\sqrt p\,e^{-s^2/4}I_p$, which is the first equation of \eqref{lz}. For the second,
\begin{equation}
\frac{dc_2}{ds}=\frac s2c_2+e^{-s^2/4}\left(sI_p-I_{p+1}\right).
\end{equation}
The integral of $d(t^pe^{-t^2/2+st})/dt$ over $t>0$ vanishes, so $pI_{p-1}-I_{p+1}+sI_p=0$. The bracket is therefore $-pI_{p-1}$, and the last term equals $-\sqrt p\,c_1$.

At $s=-\sigma$ with $\sigma\gg1$, small $t$ dominates and $I_\nu\simeq\Gamma(\nu+1)\sigma^{-\nu-1}$. Then
\begin{equation}
c_1(-\sigma)\simeq\sqrt p\,\Gamma(p)\,\sigma^{-p}e^{-\sigma^2/4},\qquad
\frac{c_2}{c_1}\simeq-\frac{\sqrt p}{\sigma}.
\end{equation}
This ratio is that of the lower eigenvector of $W$, so \eqref{sol} does represent a proton arriving from the donor well on the lower surface.

At $s=+\sigma$ the integrand of $I_p$ peaks near $t=\sigma$, with unit variance, and $I_p\simeq\sqrt{2\pi}\,\sigma^pe^{\sigma^2/2}$. Using $\sqrt p\,\Gamma(p)=\Gamma(p+1)/\sqrt p$,
\begin{equation}
\left|\frac{c_2(\sigma)}{c_1(-\sigma)}\right|\simeq
\frac{\sqrt{2\pi p}}{\Gamma(p+1)}\,\sigma^{2p}e^{\sigma^2/2}.
\label{trans}
\end{equation}

\subsection{Comparison with adiabatic motion}

On the lower surface alone, $W$ is replaced by its lower eigenvalue, and the scalar amplitude obeys $df/ds=\sqrt{s^2/4+p}\,f$. Its logarithmic growth from $-\sigma$ to $\sigma$ is
\begin{align}
2\int_0^\sigma\!\sqrt{\tfrac{s^2}{4}+p}\;ds
&=\sigma\sqrt{\tfrac{\sigma^2}{4}+p}+2p\,\operatorname{arsinh}\frac{\sigma}{2\sqrt p}\nonumber\\
&\simeq\frac{\sigma^2}{2}+p+2p\ln\sigma-p\ln p .
\label{action}
\end{align}
The last line uses $\sigma\sqrt{\sigma^2/4+p}\simeq\sigma^2/2+p$ and $\operatorname{arsinh}y\simeq\ln 2y$. Dividing \eqref{trans} by the exponential of \eqref{action} removes every factor containing $\sigma$ and gives $\kappa(p)$ in \eqref{main}. The matching point drops out.

\section{The two limits}

\subsection{Slow proton}

Stirling's series, $\ln\Gamma(p+1)=p\ln p-p+\tfrac12\ln(2\pi p)+1/(12p)+\dots$, gives
\begin{equation}
\kappa=1-\frac{1}{12p}+\dots\qquad(p\gg1).
\end{equation}
The electron adjusts during the crossing and $V_{\rm vib}\to V_{\rm ad}$. The approach is quick: $\kappa(1)=0.922$ and $\kappa(4)=0.979$.

\subsection{Fast proton}

For $p\to0$, $p\ln p\to0$ and $\Gamma(p+1)\to1$, so $\kappa\to\sqrt{2\pi p}$. It remains to connect $V_{\rm ad}$ with the overlap.

As $V\to0$ the lower surface becomes the cusped curve $\min(U_1,U_2)$. At the cusp the localized functions are $\phi_1$ and $\phi_2$ to leading order, with $\phi_1'=-k\phi_1$ and $\phi_2'=k\phi_2$. The scalar form of \eqref{flux} gives
\begin{equation}
V_{\rm ad}\simeq\frac{\hbar^2}{2m}\,2k\,\phi_1(0)\phi_2(0)=\hbar v\,\phi_1(0)\phi_2(0).
\label{cusp}
\end{equation}

In the overlap, let $k_i=\sqrt{2m(U_i-E)}/\hbar$. Apart from slowly varying prefactors, $(\ln\phi_1\phi_2)'=-k_1+k_2$, which vanishes at the crossing. Since $k_i'=mU_i'/(\hbar^2k_i)$, the second derivative there is
\begin{equation}
(\ln\phi_1\phi_2)''=-\frac{m\,\Delta F}{\hbar^2k}=-\frac{\Delta F}{\hbar v}.
\end{equation}
The product is a Gaussian about the crossing, and
\begin{equation}
\langle\phi_1|\phi_2\rangle\simeq\phi_1(0)\phi_2(0)\sqrt{\frac{2\pi\hbar v}{\Delta F}} .
\label{ov}
\end{equation}
Multiplying by $V$ and using \eqref{cusp},
\begin{equation}
V\langle\phi_1|\phi_2\rangle\simeq V_{\rm ad}\,V\sqrt{\frac{2\pi}{\hbar v\Delta F}}
=\sqrt{2\pi p}\,V_{\rm ad},
\end{equation}
which is the fast limit. It agrees with first-order degenerate perturbation theory, whose matrix element between $(\phi_1,0)$ and $(0,\phi_2)$ is $V\langle\phi_1|\phi_2\rangle$.

The factor $\sigma^{2p}/\Gamma(p+1)$ in \eqref{trans} shows how this limit is left. Its expansion is $1+p(2\ln\sigma+\gamma)+\dots$, with $\gamma=0.577$. The logarithm comes from level repulsion outside the crossing itself. The overlap formula thus requires $p(2\ln\sigma_w+\gamma)\ll1$, where $\sigma_w$ is the value of $s$ at the acceptor well. This is stricter than $p\ll1$. As an estimate it extends the linear diabats to the wells.

\section{Harmonic wells: accuracy and reach}

For wells of frequency $\omega$ separated by $d$, let $a=\sqrt{\hbar/m\omega}$ and $q=d/2a$. Then
\begin{equation}
U_c=\tfrac12\hbar\omega q^2,\quad
\Delta F=\frac{2q\hbar\omega}{a},\quad
\hbar v=\hbar\omega a\sqrt{q^2-1},\quad
\langle\phi_1|\phi_2\rangle=e^{-q^2}.
\end{equation}
The true Gaussian slope at the crossing is $q/a$ instead of $k=\sqrt{q^2-1}/a$. Used in \eqref{flux}, it gives $V_{\rm ad}\simeq\hbar\omega\,q\,e^{-q^2}/\sqrt\pi$ for small $V$, and therefore
\begin{equation}
\frac{\sqrt{2\pi p}\,V_{\rm ad}}{V e^{-q^2}}\simeq\left(1-\frac1{q^2}\right)^{-1/4}
\simeq1+\frac{1}{4q^2}.
\label{err}
\end{equation}
This is the leading error of \eqref{main} in the fast limit.

The lower surface is $\hbar\omega[(x/a)^2+q^2]/2-\sqrt{(\hbar\omega qx/a)^2+V^2}$. Its minima satisfy $\sqrt{(\hbar\omega qx/a)^2+V^2}=\hbar\omega q^2$ and have energy $-V^2/(2\hbar\omega q^2)$. The top at $x=0$ has energy $U_c-V$. The barrier is therefore
\begin{equation}
B=\frac{\hbar\omega}{2}\left(q-\frac{V}{\hbar\omega q}\right)^2
\simeq\frac{\hbar\omega}{2}\left(q-\sqrt{2p}\right)^2 ,
\label{barrier}
\end{equation}
where the last form uses $V\simeq\sqrt{2p}\,q\hbar\omega$ for large $q$. In this model a slow proton that still tunnels needs $q$ well above $\sqrt{2p}$.

Numerical values of $V_{\rm vib}$ and $V_{\rm ad}$ below come from diagonalizing \eqref{ham} and the lower-surface Hamiltonian on a grid of spacing $0.06a$, with eighth-order finite differences. The two parity sectors are treated separately on $x>0$. Their matrices are $A\pm K$, where $K$ contains the kinetic terms that cross $x=0$. Subtracting the eigenvalue equations of the eigenvectors $u_\pm$ gives
\begin{equation}
(E_+-E_-)\,u_+^{T}u_-=2\,u_+^{T}Ku_- ,
\end{equation}
the discrete form of \eqref{half}. It gives the splitting without subtracting nearly equal energies.

\begin{center}
\begin{tabular}{ccccc}
$q$ & $V/\hbar\omega$ & $p$ & $V_{\rm vib}/V_{\rm ad}$ & $\kappa(p)$\\ \hline
5.5 & 1 & 0.017 & 0.299 & 0.301\\
5.5 & 3 & 0.151 & 0.669 & 0.675\\
5.5 & 6 & 0.605 & 0.869 & 0.879\\
7.0 & 12 & 1.485 & 0.939 & 0.946\\
7.0 & 18 & 3.340 & 0.968 & 0.975
\end{tabular}
\end{center}

The formula lies about one per cent above the diagonalized ratio in every row. In the last three rows $V/(U_c-E)$ is 0.41, 0.50 and 0.75, which is outside the assumption $V\ll U_c-E$, so the agreement there is a numerical finding and does not follow from the derivation. In the last row the coupling is within 3.3 per cent of $V_{\rm ad}$, while $Ve^{-q^2}$ is only $2.7\times10^{-6}$ of $V_{\rm vib}$. In the first row $p$ is small, yet $Ve^{-q^2}$ is already 7 per cent below $V_{\rm vib}$, as the logarithmic criterion leads one to expect.

\section{Worked example: a short hydrogen bond}

The parameters are $\hbar\omega=0.35$~eV, $d=0.060$~nm and $T=298$~K. For a proton $a=0.01089$~nm, so
\begin{align}
q&=\frac{0.060}{2\times0.01089}=2.755,\qquad e^{-q^2}=5.05\times10^{-4},\nonumber\\
U_c&=\tfrac12(0.35)(2.755)^2=1.328~\text{eV},\qquad E=0.175~\text{eV},\nonumber\\
\Delta F&=\hbar\omega\,d/a^2=177~\text{eV/nm},\qquad v=1.486\times10^4~\text{m/s}.
\end{align}
With $\hbar v=9.78\times10^{-3}$~eV\,nm, $\hbar v\Delta F=1.733$~eV$^2$ and $p=V^2/(1.733~\text{eV}^2)$. Three couplings are compared at fixed wells. All entries except the first two columns are in meV.

\begin{center}
\begin{tabular}{cccccc}
$V$ (eV) & $p$ & $V_{\rm ad}$ & $\kappa V_{\rm ad}$ & $Ve^{-q^2}$ & $V_{\rm vib}$\\ \hline
0.01 & $5.8\times10^{-5}$ & 0.277 & 0.00527 & 0.00505 & 0.00505\\
0.30 & 0.052 & 0.388 & 0.186 & 0.152 & 0.177\\
1.00 & 0.577 & 2.64 & 2.31 & 0.505 & 2.19
\end{tabular}
\end{center}

At 0.01~eV the crossing takes $\tau_p=0.0038$~fs against $\tau_e=66$~fs. The overlap formula holds, and $V_{\rm ad}$ is too large by a factor of 55. At 1.00~eV the times are 0.38 and 0.66~fs. The adiabatic value is then 21 per cent too large, and the overlap value is too small by a factor of 4.3. The formula \eqref{main} is 4 to 5 per cent above $V_{\rm vib}$ throughout. At 1.00~eV, $V/(U_c-E)=0.87$ lies outside the assumption $V\ll U_c-E$, so that agreement is again a numerical finding. Equation \eqref{err} accounts for 3 to 4 per cent in the weak case.

At 0.30~eV the acceptor well lies at $\sigma_w=(d/2)\sqrt{\Delta F/\hbar v}=4.0$. The estimated correction to the overlap formula is $0.052\,(2\ln4.0+0.58)=0.17$. The diagonalized coupling exceeds $Ve^{-q^2}$ by 17 per cent.

$V_{\rm ad}$ itself grows with $V$, because the barrier falls. Its top lies 1.14, 0.87 and 0.36~eV above the adiabatic ground level for the three couplings. For $p=2$, $V=1.86$~eV and \eqref{barrier} gives $B=0.12$~eV. This is about the zero-point energy of the lowered well: the lower level of the adiabatic pair lies about 0.04~eV below the top and the upper level about 0.02~eV above it. These wells therefore do not reach $p\gg1$ while the proton still tunnels. Because $\kappa$ rises quickly, they do come close to the adiabatic value: at $p=1.5$ ($V=1.61$~eV) both levels are still 0.06 to 0.10~eV below the top and $V_{\rm vib}/V_{\rm ad}=0.92$.

\section{Relation to wet oxide surfaces}

The proton quantum and the separation are illustrative values for a short O--H$\cdots$O hydrogen bond with a strongly softened O--H stretch. Such bonds may form between hydroxyl groups and water on an oxide during wet polishing, but the values were not computed for a particular surface. The choice matters: at the same separation, a stiffer bond with a quantum of 0.45~eV would make $e^{-q^2}$ about nine times smaller. The separation corresponds to oxygen atoms about 0.26~nm apart with O--H bonds of about 0.10~nm. The electronic couplings are chosen to span the regimes, and 1~eV is a strong coupling. Of the changes to the coupling sized below, those from distance fluctuations and anharmonic wells are the largest. For $V=0.01$~eV, with other parameters held fixed, the effects are as follows.

\begin{itemize}
\item \textit{Distance fluctuations.} The squared coupling varies as $e^{-d^2/2a^2}$. Averaging it over a Gaussian spread of $d$ with 0.005~nm rms multiplies it by 13. This factor depends on the well shape: in the Morse wells of the next item it is about 4.
\item \textit{Anharmonicity.} Morse wells with the same curvature and minima and a depth of 4.8~eV multiply $V_{\rm vib}$ by 7.0. They cross at about 0.8~eV instead of 1.33~eV.
\item \textit{Position-dependent coupling.} Replacing $V$ by $Ve^{-x^2/w^2}$ with $w=0.05$~nm multiplies $V_{\rm vib}$ by 0.977. Since $\phi_1\phi_2\propto e^{-x^2/a^2}$, this is the factor $(1+a^2/w^2)^{-1/2}$.
\item \textit{Excited proton levels.} The squared coupling of the first excited pair, weighted by $e^{-\hbar\omega/k_BT}$, is $2.4\times10^{-4}$ of that of the ground pair.
\item \textit{Detuning.} The thermal energy, 0.0257~eV, is 2500 times the splitting $2V_{\rm vib}$. Thermal shifts of the levels can therefore destroy resonance, and $V_{\rm vib}$ should then enter a rate theory as a matrix element, not as an oscillation frequency.
\end{itemize}

Passage over the barrier can be compared with resonant tunnelling. Since $\hbar\omega\gg k_BT$, almost every proton is in the ground level, and the thermal flux over the top is $(k_BT/2\pi\hbar)e^{-h/k_BT}$, where $h$ is the height of the top above that level, taken as the mean energy of the lowest adiabatic pair. Its ratio to $2V_{\rm vib}/(2\pi\hbar)$ is $1.2\times10^{-16}$ at $V=0.01$~eV and $5.0\times10^{-6}$ at 1.00~eV. This flux assumes that the electron changes state on every passage. At 0.01~eV it seldom does, so the first ratio is an upper estimate. The comparison is between frequencies at resonance, not reaction rates.

For such a bond, uncertainty in distance and well shape outweighs the error of \eqref{main}, which is about 5 per cent in the harmonic wells used here. Proton bending and solvent dynamics are outside the model. At a metal electrode the continuum of electronic states must be added before a rate or current can be computed.

\section{Implementation}

Compute $V_{\rm ad}$ on the lower surface for the same $V$ that enters $p$. Evaluate the prefactor through its logarithm,
\begin{equation}
\ln\kappa=\tfrac12\ln(2\pi p)+p\ln p-p-\ln\Gamma(p+1),
\end{equation}
which avoids overflow at large $p$; for $V=0$ set $\kappa=0$. Before using the result, confirm that $E$ lies below $U_c$, that the adiabatic ground level lies below the barrier top, and that the diabats are close to linear over the larger of $V/\Delta F$ and $\sqrt{\hbar v/\Delta F}$. If the barrier top is near the level, diagonalize \eqref{ham} directly.
